# Optimizing a one-parameter Jastrow factor for the helium atom

## The problem

A helium atom has two electrons at positions \(\mathbf r_1,\mathbf r_2\), measured from a nucleus of charge 2. Treat the nucleus as a fixed point, leave out relativity, and use Hartree atomic units. The Hamiltonian is

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac2{r_1}-\frac2{r_2}+\frac1{r_{12}},
\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .
\]

The trial function is

\[
\psi=e^{-2r_1-2r_2}\,e^{f(r_{12})},\qquad
f(r)=\frac{r}{2(1+br)},\qquad b\ge0 .
\]

The factor \(e^f\) is the Jastrow factor. It grows with \(r_{12}\), so it favours configurations with the electrons apart. A negative \(b\) is excluded because \(f\) would diverge at \(r=-1/b\). The function is symmetric under exchange of the electrons and is combined with the antisymmetric spin singlet.

1. Find the local energy \(E_L=(H\psi)/\psi\) in closed form, and show that it is bounded.
2. Reduce the mean energy \(E(b)\) to one-dimensional integrals.
3. Find the best \(b\) and its energy. How far is it from the ground-state energy of \(H\)?
4. Estimate the same energy by variational Monte Carlo. Could noisy energies locate \(b\) well?

## Hints

**For question 1.** Work with \(\ln\psi\), for which
\[
\frac{\nabla^2\psi}{\psi}=\nabla^2\ln\psi+|\nabla\ln\psi|^2 .
\]
Collect the terms that diverge at each coalescence before simplifying the rest.

**For question 2.** Neither \(\psi\) nor \(E_L\) changes when the whole atom is rotated, so three distances suffice. Try \(s=r_1+r_2\), \(t=r_1-r_2\) and \(u=r_{12}\). The Jastrow factor depends on \(u\) alone.

**For question 3.** Differentiate \(\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle\), and use the Hermiticity of \(H\) to avoid differentiating \(E_L\).

**For question 4.** The mean energy is the average of \(E_L\) over the probability density proportional to \(\psi^2\). Compare the statistical error with the change of \(E(b)\) near its minimum.

## Solution

### 1. The local energy

Let \(\hat{\mathbf r}_i=\mathbf r_i/r_i\) and \(\hat{\mathbf r}_{12}=(\mathbf r_1-\mathbf r_2)/r_{12}\), which points from electron 2 to electron 1. Since \(\nabla_2 r_{12}=-\hat{\mathbf r}_{12}\),

\[
\nabla_1\ln\psi=-2\hat{\mathbf r}_1+f'\hat{\mathbf r}_{12},\qquad
\nabla_2\ln\psi=-2\hat{\mathbf r}_2-f'\hat{\mathbf r}_{12}.
\]

Define the angular factor \(c=(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf r}_{12}\). The squared gradients add to

\[
\sum_i|\nabla_i\ln\psi|^2=8+2f'^2-4f'c .
\]

For a function \(g(r)\) in three dimensions, \(\nabla^2g=g''+2g'/r\). Both electrons contribute the same Laplacian of \(f\), so

\[
\sum_i\nabla_i^2\ln\psi=-\frac4{r_1}-\frac4{r_2}+2f''+\frac{4f'}{r_{12}} .
\]

Multiplying both sums by \(-\tfrac12\) and adding the potential gives

\[
E_L=\frac2{r_1}+\frac2{r_2}-f''-\frac{2f'}{r_{12}}-4-f'^2+2f'c
-\frac2{r_1}-\frac2{r_2}+\frac1{r_{12}} .
\]

The nuclear poles cancel because the exponent 2 equals the nuclear charge.

Now put \(q=1+br_{12}\). The quotient rule gives

\[
f'=\frac{q-br_{12}}{2q^2}=\frac1{2q^2},\qquad f''=-\frac b{q^3}.
\]

Therefore

\[
-f''-\frac{2f'}{r_{12}}
=\frac b{q^3}-\frac1{r_{12}q^2}
=\frac{br_{12}-q}{r_{12}q^3}
=-\frac1{r_{12}q^3}.
\]

Adding the electron repulsion, and using \(q-1=br_{12}\),

\[
\frac1{r_{12}}-\frac1{r_{12}q^3}
=\frac{(q-1)(q^2+q+1)}{r_{12}q^3}
=\frac{b(q^2+q+1)}{q^3}.
\]

The closed form is

\[
\boxed{E_L=-4+\frac{b(q^2+q+1)}{q^3}-\frac1{4q^4}+\frac c{q^2}} .
\]

To write \(c\) in terms of distances, let \(\theta\) be the angle between \(\mathbf r_1\) and \(\mathbf r_2\). Then

\[
r_{12}c=(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot(\mathbf r_1-\mathbf r_2)
=(r_1+r_2)(1-\cos\theta),
\]

while \(r_{12}^2=(r_1-r_2)^2+2r_1r_2(1-\cos\theta)\). Eliminating \(1-\cos\theta\) gives

\[
c=\frac{(r_1+r_2)\,[r_{12}^2-(r_1-r_2)^2]}{2r_1r_2r_{12}} .
\]

This is not negative, because \(|r_1-r_2|\le r_{12}\). It is at most 2, because it is a difference of two cosines. With \(q\ge1\), the second term of \(E_L\) lies between 0 and \(3b\), and the third between \(-\tfrac14\) and 0. Hence

\[
-4.25\le E_L\le-2+3b .
\]

When the electrons meet away from the nucleus, \(q\to1\) and \(\hat{\mathbf r}_1-\hat{\mathbf r}_2\to0\), so \(E_L\to-4.25+3b\).

The finite limit depends on the initial slope of \(f\). If \(f=ar/(1+br)\), then \(f'(0)=a\), and the singular part of \(E_L\) is \((1-2a)/r_{12}\). It vanishes for \(a=\tfrac12\), whatever the value of \(b\). This is the electron-electron cusp condition for opposite spins. With \(a=\tfrac14\) and \(r_{12}=10^{-5}\) bohr, the pole is \(0.5/10^{-5}=50\,000\) hartree. Numerical differentiation of that wave function gives 49 996 hartree, the small difference coming from the finite terms.

### 2. Reduction to one dimension

After integration over the orientation of the atom, the volume element is \(8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta\). At fixed \(r_1,r_2\), the cosine rule gives \(r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta\). Also \(r_1r_2=(s^2-t^2)/4\) and \(dr_1dr_2=\tfrac12ds\,dt\). The element becomes

\[
\pi^2u(s^2-t^2)\,ds\,dt\,du,\qquad |t|\le u\le s .
\]

The limits are the triangle inequalities. The constant \(\pi^2\) cancels in averages. The density is

\[
\psi^2=e^{-4s}e^{u/q},\qquad q=1+bu .
\]

First integrate the volume factor over \(t\):

\[
u\int_{-u}^{u}(s^2-t^2)\,dt=2u^2s^2-\frac{2u^4}{3}.
\]

The integrals over \(s\) follow by integration by parts:

\[
\int_u^\infty e^{-4s}ds=\frac{e^{-4u}}4,\qquad
\int_u^\infty s\,e^{-4s}ds=\frac{(4u+1)e^{-4u}}{16},
\]
\[
\int_u^\infty s^2e^{-4s}ds=e^{-4u}\left(\frac{u^2}{4}+\frac u8+\frac1{32}\right).
\]

The weight before multiplication by \(e^{u/q}\) is therefore

\[
2u^2e^{-4u}\left(\frac{u^2}{4}+\frac u8+\frac1{32}-\frac{u^2}{12}\right)
=\frac{u^2(16u^2+12u+3)e^{-4u}}{48}.
\]

For the angular term, \(c=2s(u^2-t^2)/[u(s^2-t^2)]\). The volume factor cancels its denominator, leaving \(2s(u^2-t^2)\). Integration over \(t\) gives \(8su^3/3\), and integration over \(s\) gives \(u^3(4u+1)e^{-4u}/6\). Dividing by the weight yields the mean of \(c\) at fixed \(u\):

\[
\bar c(u)=\frac{8u(4u+1)}{16u^2+12u+3}.
\]

It tends to 0 at small \(u\) and to 2 at large \(u\), where the electrons are typically on opposite sides of the nucleus. The energy is

\[
E(b)=\frac{\int_0^\infty w(u)\,\varepsilon(u)\,du}{\int_0^\infty w(u)\,du},
\qquad
w=u^2(16u^2+12u+3)e^{-4u+u/q},
\]
\[
\varepsilon(u)=-4+\frac{b(q^2+q+1)}{q^3}-\frac1{4q^4}+\frac{\bar c(u)}{q^2}.
\]

### 3. The best parameter

Let \(O=\partial_b\ln\psi=-r_{12}^2/(2q^2)\), so that \(\partial_b\psi=O\psi\). Because \(H\) is Hermitian and \(\psi\) is real, the two derivatives in \(\langle\psi|H|\psi\rangle\) are equal. Including the derivative of the normalization,

\[
\frac{dE}{db}=2\langle OE_L\rangle-2E\langle O\rangle
=-\left\langle(E_L-E)\frac{r_{12}^2}{q^2}\right\rangle .
\]

At the minimum, \(E_L\) is uncorrelated with \(r_{12}^2/q^2\). Since that quantity depends on \(u\) alone, \(E_L\) may be replaced by \(\varepsilon(u)\), and the condition is again one-dimensional.

| \(b\) (bohr⁻¹) | \(E(b)\) (hartree) |
|---|---|
| 0.05 | −2.87135 |
| 0.10 | −2.87707 |
| 0.15 | −2.87817 |
| 0.20 | −2.87693 |
| 0.30 | −2.87122 |
| 1.00 | −2.82612 |

Solving \(dE/db=0\) gives \(b=0.14335\) bohr⁻¹. A scan from 0 to 5 bohr⁻¹ finds one sign change of the derivative and no lower energy. The terms of \(E_L\) average to

\[
E=-4+0.3110-0.1307+0.9415=-2.8782\ \text{hartree},
\]

or \(-78.32\) eV. An independent calculation from the squared gradients of \(\psi\) gives a kinetic energy of 3.1892 and a potential energy of \(-6.0674\) hartree, with the same sum.

As \(b\to\infty\), the Jastrow factor tends to 1 at every nonzero separation. Without it, \(E_L=-4+1/r_{12}\), and the weight found above gives

\[
\left\langle\frac1{r_{12}}\right\rangle
=\frac{\int_0^\infty u(16u^2+12u+3)e^{-4u}du}
{\int_0^\infty u^2(16u^2+12u+3)e^{-4u}du}
=\frac{15/16}{3/4}=\frac54 .
\]

The energy is then \(-2.75\) hartree.

For comparison, a variational calculation with 34 functions of \(s\), \(t^2\) and \(u\) gives \(-2.90372\) hartree; with 22 functions it gives \(-2.90371\). These are upper bounds too, but their agreement supports \(-2.9037\) hartree as the ground-state energy of \(H\) to four decimals. Nuclear motion and relativity remain outside \(H\).

The optimized Jastrow energy lies 0.0255 hartree higher, or 0.9 percent of the reference magnitude. It must lie above the ground-state energy because a mean energy is a weighted average of energies in the spectrum of \(H\). Measured from \(-2.75\) hartree, the Jastrow factor closes 83 percent of the gap to the reference. This is not the share of correlation energy recovered, because most of this gap can be closed with no dependence on \(r_{12}\) at all. Changing the exponent from 2 to \(27/16\) in the plain product gives \(-2.8477\) hartree, or 64 percent, and Hartree-Fock gives \(-2.862\) hartree, or 73 percent. Measured from Hartree-Fock, the optimized function recovers about 39 percent of the remaining gap.

### 4. Monte Carlo

The Metropolis method draws configurations \(X=(\mathbf r_1,\mathbf r_2)\) from \(\psi^2\). From \(X\), propose \(Y\) with a probability that is the same in both directions, and accept it with probability \(\min[1,\psi^2(Y)/\psi^2(X)]\). If \(X\) is already distributed as \(\psi^2\), the flow from \(X\) to \(Y\) is proportional to

\[
\psi^2(X)\min\left[1,\frac{\psi^2(Y)}{\psi^2(X)}\right]
=\min[\psi^2(X),\psi^2(Y)] .
\]

This is symmetric in \(X\) and \(Y\), so the flows balance and the distribution is preserved. A rejected move counts the old configuration again.

The calculation uses 3000 independent walkers. Each coordinate moves by at most 0.40 bohr per step. After 400 warm-up steps, each walker contributes 2000 samples. The scatter of the walker means gives

\[
E=-2.8777\pm0.0006\ \text{hartree},
\]

where the uncertainty is one standard error. The result agrees with the quadrature value within about one standard error.

The standard deviation of \(E_L\) is 0.338 hartree at the best \(b\), against 1.051 hartree without the Jastrow factor. For independent samples, the number needed for a given error is proportional to the variance, so it falls by a factor \((1.051/0.338)^2\approx10\). For an eigenfunction, \(E_L\) would be constant and the spread would vanish.

Comparing single noisy energies at neighbouring values of \(b\) locates the minimum poorly at this level of error. Moving from the best \(b\) to 0.15 bohr⁻¹ raises the energy by about 0.00002 hartree, far below the standard error of 0.0006 hartree. Even the difference between \(b=0.10\) and \(b=0.15\) is 0.0011 hartree, about two standard errors of one run. The first derivative vanishes at the minimum, so a small error in \(b\) changes the energy in second order. A smooth curve fitted through energies spread over a wider range of \(b\) can do better than such pairwise comparison, because it also uses the flanks where \(E(b)\) changes by many standard errors. This holds only if the fitted form is flexible enough to follow the asymmetry of \(E(b)\) seen in the table; a plain parabola over a wide range misplaces the minimum and can do worse than the comparison. The limitation concerns energy values, not sampling as such: the derivative \(dE/db\) of section 3 is also an average over \(\psi^2\), and it changes in first order with \(b\). In a run of this length its standard error is about 0.0007 hartree bohr. With a curvature \(E''\approx1\) hartree bohr², this fixes \(b\) to about 0.001 bohr⁻¹.

## Variation 1: no saturation

**Set \(b=0\), so that the Jastrow factor is \(e^{r_{12}/2}\). Find the energy by hand.**

The function is still normalizable: \(r_{12}\le s\), so \(\psi\le e^{-3s/2}\). With \(q=1\), the local energy is \(E_L=-4-\tfrac14+c\), and the weight contains \(e^{-4u+u}=e^{-3u}\). Using \(\int_0^\infty u^ne^{-3u}du=n!/3^{n+1}\),

\[
\langle c\rangle=
\frac{\int_0^\infty8u^3(4u+1)e^{-3u}du}
{\int_0^\infty u^2(16u^2+12u+3)e^{-3u}du}
=\frac{304/81}{218/81}=\frac{152}{109}.
\]

Thus

\[
E(0)=-\frac{17}4+\frac{152}{109}=-2.8555\ \text{hartree}.
\]

This is well below \(-2.75\) hartree, but the cusp alone does not produce the gain: every \(b\) has the correct cusp, yet \(E(b)\to-2.75\) hartree as \(b\to\infty\), when the factor differs from a constant only at very short range. The factor must change \(\psi\) over the separations that carry weight. Letting \(f\) level off at larger separation, by going from \(b=0\) to the best \(b\), lowers the energy by a further 0.0227 hartree.

## Variation 2: change the overall scale

**Replace the optimized \(\psi(\mathbf r_1,\mathbf r_2)\) by \(\psi(\kappa\mathbf r_1,\kappa\mathbf r_2)\). Which \(\kappa\) gives the lowest energy, and what happens to \(E_L\)?**

Let \(T=3.1892\) and \(V=-6.0674\) hartree be the mean kinetic and potential energies at \(\kappa=1\). Two derivatives give \(\kappa^2\), and an inverse distance gives \(\kappa\). Therefore

\[
E(\kappa)=\kappa^2T+\kappa V,\qquad
\kappa=-\frac V{2T}=0.951,\qquad
E_{\min}=-\frac{V^2}{4T}=-2.8858\ \text{hartree}.
\]

The slightly expanded function gains 0.0076 hartree. This accounts for part of the 0.0255 hartree gap, within the restriction that all lengths change together.

The lower mean energy has a cost. The nuclear exponent becomes \(2\kappa\), and the initial slope of \(f\) becomes \(\kappa/2\). Both cusp cancellations now fail, leaving

\[
-\frac{2(1-\kappa)}{r_1}-\frac{2(1-\kappa)}{r_2}+\frac{1-\kappa}{r_{12}}
\]

in the local energy. It is no longer bounded, although its mean is lower. Minimizing the energy and removing the singularities of \(E_L\) are different requirements. A more flexible function can lower the energy without these poles, by adjusting its shape away from the coalescence points while keeping the cusps fixed.

## Numbers as computed

```
Energy as a function of b:
  b = 0.00 bohr^-1: E = -2.85550 hartree
  b = 0.05 bohr^-1: E = -2.87135 hartree
  b = 0.10 bohr^-1: E = -2.87707 hartree
  b = 0.15 bohr^-1: E = -2.87817 hartree
  b = 0.20 bohr^-1: E = -2.87693 hartree
  b = 0.30 bohr^-1: E = -2.87122 hartree
  b = 0.50 bohr^-1: E = -2.85654 hartree
  b = 1.00 bohr^-1: E = -2.82612 hartree
Best b: 0.14335 bohr^-1
Best energy: -2.878196 hartree
Best energy converted: -78.320 eV
Mean of b(q^2+q+1)/q^3: 0.311005 hartree
Mean of -1/(4q^4): -0.130726 hartree
Mean of angular term: 0.941525 hartree
Mean kinetic energy: 3.189201 hartree
Mean potential energy: -6.067397 hartree
Energy without Jastrow factor: -2.750000 hartree
Reference, 22 functions: -2.90371 hartree
Reference, 34 functions: -2.90372 hartree
Best energy minus reference: 0.02552 hartree
Share of gap from no-Jastrow energy closed: 83.4 percent
Spread of E_L without Jastrow: 1.0508 hartree
Spread of E_L at best b: 0.3382 hartree
E_L at r1=r2=0.5, r12=1 bohr: -2.28542 hartree
Electron separation in cusp test: 1.0e-05 bohr
E_L at that separation: -3.81996 hartree
Limit -4.25+3b: -3.81996 hartree
E_L there with slope 1/4: 49996.2 hartree
Largest closed-form error: 8.5e-15 hartree
Walkers: 3000; warm-up steps: 400; samples each: 2000
Maximum move per coordinate: 0.40 bohr
Acceptance: 57.0 percent
Monte Carlo energy: -2.87765 hartree
Monte Carlo standard error: 0.00056 hartree
Lowest sampled E_L: -3.8537 hartree
Highest sampled E_L: -1.9337 hartree
Upper bound -2+3b on E_L: -1.5700 hartree
```
